# Choosing a Screened-Coulomb Baseline for a Gaussian-Process Dimer Potential

## The decision

Before a Gaussian-process (GP) potential is used for ion implantation, one must choose what it learns: the interaction energy itself, or the difference between that energy and a screened-Coulomb baseline, which is added back afterwards. Inside the training range the two choices can be equally accurate. At the short distances reached in energetic collisions they differ in kind: one has a finite barrier, the other an infinite one.

For an isolated pair, a first criterion is the energy $E_{\rm cm}$ of relative motion. Let $R_{\min}$ be the shortest training distance, and let the potential be repulsive there and vanish at large separation. If $E_{\rm cm}<V(R_{\min})$, a classical pair approaching from outside turns back before it gets closer than the data, and the pole at $R=0$ does not affect it. If $E_{\rm cm}$ is larger, a head-on pair enters the extrapolated region; at a large enough impact parameter the pair still turns back outside it.

## What the short-range limit requires

Take fixed point nuclei of charges $Z_1,Z_2$ at separation $R$, and measure energy from the free atoms:

$$V(R)=\frac CR+E_{\rm el}(R)-E_1-E_2,\qquad C=Z_1Z_2\frac{e^2}{4\pi\epsilon_0}.$$

Here $E_{\rm el}$ contains the electrons' kinetic energy, mutual repulsion and attraction to the nuclei. The limit $RV\to C$ requires that $E_{\rm el}$ stay bounded.

To show this, use atomic units, let $N$ be the number of electrons and $Z=Z_1+Z_2$, and keep nucleus 1 at the origin. Moving nucleus 2 from the origin to $\mathbf R$ changes its attraction to one electron. The triangle inequality gives

$$\left|\frac1{|\mathbf r-\mathbf R|}-\frac1r\right|\le\frac R{r|\mathbf r-\mathbf R|}\le\frac R2\left(\frac1{r^2}+\frac1{|\mathbf r-\mathbf R|^2}\right).$$

Hardy's inequality, $\langle r^{-2}\rangle\le4\langle p^2\rangle$, holds about either centre. The change per electron is therefore at most $4R\langle p^2\rangle$. With total kinetic energy $T=\sum\langle p^2\rangle/2$, the whole change is at most $8Z_2RT$.

The kinetic energy is bounded too. Keep half of it aside and divide the other half between the nuclei with weights $Z_i/Z$. Each electron then has the operator

$$\sum_{i=1}^{2}\frac{Z_i}{Z}\left(\frac{p^2}{4}-\frac Z{r_i}\right)\ge-Z^2,$$

since each bracket is a hydrogen-like problem with mass 2 and ground energy $-Z^2$. Electron repulsion is positive, so $E_{\rm el}\ge T/2-NZ^2$.

Using the united atom's state as a trial state at separation $R$ gives $E_{\rm el}(R)\le E_{\rm united}+8Z_2RT_{\rm united}$. Thus $E_{\rm el}$ is bounded above, and by the previous inequality so is $T(R)$. Using the state at $R$ as a trial state for the united atom gives the reverse inequality, $E_{\rm united}\le E_{\rm el}(R)+8Z_2RT(R)$. Together,

$$V(R)=\frac CR+E_{\rm united}-E_1-E_2+O(R).$$

The argument also holds for Hartree–Fock energies minimized over the same class of determinants at every $R$. It stops applying when $R$ is comparable with the nuclear size.

## Why the plain GP cannot satisfy it

The squared-exponential kernel in the raw distance is

$$k(R,R')=s^2\exp\left[-\frac{(R-R')^2}{2L^2}\right],$$

with finite amplitude $s$ and length $L$. The prior mean is zero. The data $y_i$ at distances $R_i$ carry independent Gaussian noise of variance $n^2>0$.

Write $K_{ij}=k(R_i,R_j)$, $k_i=k(R,R_i)$ and $A=K+n^2I$. The covariance of the unknown value $f(R)$ with the data vector $y$ is $k^{\mathsf T}$, and the covariance of $y$ with itself is $A$. Hence $f(R)-k^{\mathsf T}A^{-1}y$ has covariance $k^{\mathsf T}-k^{\mathsf T}A^{-1}A=0$ with $y$. Jointly Gaussian variables with zero covariance are independent, so this remainder keeps its zero mean when the data are known. The prediction and its variance are

$$m(R)=k^{\mathsf T}\alpha,\quad \alpha=A^{-1}y,\qquad v(R)=s^2-k^{\mathsf T}A^{-1}k\le s^2.$$

The covariance matrix of $f(R)$ and all $f(R_i)$ is positive semidefinite. For every real $t$,

$$t^2s^2+2t\,m(R)+\alpha^{\mathsf T}K\alpha\ge0.$$

A quadratic that is never negative has no positive discriminant, so $m(R)^2\le s^2\alpha^{\mathsf T}K\alpha$. Since $K\alpha=y-n^2\alpha$,

$$\alpha^{\mathsf T}K\alpha=y^{\mathsf T}\alpha-n^2\alpha^{\mathsf T}\alpha\le y^{\mathsf T}\alpha,$$

$$|m(R)|\le B=s\sqrt{y^{\mathsf T}\alpha}.$$

If $y=V$, the model is $V_{\rm plain}=m$, and $|RV_{\rm plain}|\le RB\to0$. Changing $s$, $L$ or $n$ changes the finite height but creates no pole. Nor does replacing $R$ by $1/R$ inside the kernel, because the proof needs only $k(R,R)=s^2$. A finite constant prior mean does not help either.

The error bar gives no rescue: the standard deviation $\sqrt v$ cannot exceed $s$, while the error grows as $C/R$.

## What the baseline repairs

The Ziegler–Biersack–Littmark (ZBL) baseline is

$$V_{\rm ZBL}(R)=\frac CR\sum_{i=1}^{4}c_i e^{-d_iR/a},\qquad a=\frac{0.88534\,a_0}{Z_1^{0.23}+Z_2^{0.23}},$$

where $a_0$ is the Bohr radius, $c=(0.18175,0.50986,0.28022,0.02817)$ and $d=(3.19980,0.94229,0.40290,0.20162)$. The $c_i$ add to one.

Train the GP on $y_i=V(R_i)-V_{\rm ZBL}(R_i)$, call its mean $m_\Delta$, and predict with $V_{\rm base}=V_{\rm ZBL}+m_\Delta$. Expanding the exponentials to first order gives

$$V_{\rm base}(R)=\frac CR-\frac Ca\sum_i c_id_i+m_\Delta(0)+O(R).$$

The bound on a GP mean applies to $m_\Delta$, so $RV_{\rm base}\to C$ for any finite data set.

The constant is not guaranteed. Subtracting the true expansion leaves

$$V_{\rm base}-V\to\delta=m_\Delta(0)-\frac Ca\sum_i c_id_i-(E_{\rm united}-E_1-E_2).$$

Dividing by $V\simeq C/R$ gives a relative error of about $R\delta/C$, which vanishes. For the plain model, $(V_{\rm plain}-V)/V\to-1$.

A third option is to learn $RV$ and divide the prediction by $R$. This gives a pole of strength $m_{RV}(0)$, but data at finite $R$ do not force that number to equal $C$. The comparison here is therefore between two ways of learning an energy; it does not say that a baseline is the sole possible cure.

## A boron–nitrogen example

Boron implanted into boron nitride meets nitrogen atoms, so take $Z_1=5$, $Z_2=7$. Then $C=503.99$ eV Å and $a=0.1555$ Å.

The reference is all-electron restricted Hartree–Fock for the B–N singlet, with four σ and two π orbitals doubly occupied. The basis is uncontracted cc-pVDZ, with p functions of exponents 30 and 100 bohr$^{-2}$ added on each atom. The free atoms are treated by unrestricted Hartree–Fock in the same atomic bases. The twelve training energies, in eV, are:

| $R$ (Å) | $V$ | $V_{\rm ZBL}$ |
|---:|---:|---:|
| 0.80 | 22.16 | 31.03 |
| 0.90 | 10.62 | 21.38 |
| 1.00 | 4.54 | 15.07 |
| 1.10 | 1.71 | 10.83 |
| 1.20 | 0.78 | 7.90 |
| 1.30 | 0.89 | 5.84 |
| 1.40 | 1.48 | 4.37 |
| 1.50 | 2.19 | 3.31 |
| 1.60 | 2.86 | 2.52 |
| 1.70 | 3.48 | 1.94 |
| 1.80 | 4.03 | 1.51 |
| 1.90 | 4.54 | 1.18 |

The well lies above the free-atom energy, so this curve is no model of the bond strength. Hartree–Fock omits correlation, and this closed-shell singlet does not separate into the free atoms' ground states. Nor is it everywhere the lowest Hartree–Fock state: at 0.80 Å an unrestricted triplet, with one σ electron moved to the next σ orbital, lies 2.8 eV below it in the same basis, while at 0.50 Å that triplet lies 5.1 eV above it. Far beyond the data both GP means vanish, because every $k_i$ does, but they can rise or dip on the way: the plain mean climbs again to several eV near 3 Å. This behaviour comes from the prior and carries no information about dissociation.

The noise is held at $n=0.02$ eV for both models. For each, $s$ and $L$ maximize the marginal likelihood, that is, they minimize $\tfrac12y^{\mathsf T}\alpha+\tfrac12\ln\det A$, by a grid search followed by a simplex search. The plain model obtains $s=108$ eV and $L=0.486$ Å; the residual model obtains $s=7.9$ eV and $L=0.330$ Å.

At three distances left out of training, 0.85, 1.25 and 1.65 Å, the largest errors against Hartree–Fock are 0.043 eV (plain) and 0.041 eV (baseline). These validation points give no reason to prefer either. Below the data the energies, in eV, are:

| $R$ (Å) | Hartree–Fock | Plain | Baseline |
|---:|---:|---:|---:|
| 0.70 | 42.3 | 41.4 | 41.7 |
| 0.50 | 116.6 | 107.2 | 124.1 |
| 0.30 | 383.4 | 191.4 | 400.4 |
| 0.20 | 902.7 | 225.3 | 876.1 |
| 0.10 | 2877.7 | 245.2 | 2741.9 |
| 0.05 | 7377.7 | 248.6 | 7205.2 |
| 0.01 | 47167 | 248 | 46811 |

At 0.50 Å the baseline has no clear advantage: its error is +6.4%, against −8.1% for the plain model, both relative to the Hartree–Fock energy in the table. Against a triple-zeta Hartree–Fock energy of 114.8 eV, with both models left unchanged, the errors are +8.1% and −6.7%, so this point does not rank them. At 0.10 Å the errors are −4.7% and −91.5%. The plain model's bound is $B=356$ eV, so it had to fail by 0.30 Å, where the reference is already 383 eV. Its actual prediction there is much lower than the bound.

The constant under the pole shows what the baseline leaves unrepaired. A separate Hartree–Fock calculation for magnesium, the united atom, gives $E_{\rm united}-E_1-E_2=-3284$ eV. The baseline model has $m_\Delta(0)=5.3$ eV and a total constant of −3821 eV. Hence $\delta\simeq-537$ eV. This large absolute error is harmless to the leading pole: at 0.01 Å the baseline's error is −356 eV, or −0.8% of the reference.

Error bars must not be trusted here for either model. At 0.10 Å the plain GP reports a standard deviation of 44 eV and errs by 2633 eV. The baseline GP reports 7.2 eV and errs by 136 eV. Its uncertainty describes a residual drawn from the fitted prior; it does not include the possibility that the residual behaves differently below the data.

Learning $RV$ with the same distances, and noise 0.02 eV Å, gives a pole of strength $0.457C$. The form is right, but the nuclear charge product is less than half of what it should be. The number also depends on the assumed noise: 0.005 eV Å gives about $0.2C$.

## What this does to a collision

Let a 5 keV boron ion of mass 11 u strike a resting nitrogen atom of mass 14 u. Removing the centre-of-mass motion leaves

$$E_{\rm cm}=\frac{14}{11+14}\times5000=2800\ {\rm eV}.$$

The plain GP's highest barrier below 0.80 Å is 249 eV. In a head-on collision the ion passes through the nucleus, as would any boron ion above $248.8\times25/14\simeq444$ eV. The baseline model turns it back at 0.0986 Å, where $V_{\rm base}=E_{\rm cm}$. Hartree–Fock gives 2937 eV at that distance, 4.9% above the required energy, so its own turning point lies slightly farther out.

For impact parameter $b$ and initial relative speed $u$, angular momentum conservation gives $\dot\varphi=bu/R^2$. With reduced mass $\mu$ and $E_{\rm cm}=\mu u^2/2$, energy conservation gives

$$\dot R^2=u^2\left(1-\frac{V}{E_{\rm cm}}-\frac{b^2}{R^2}\right).$$

Dividing $\dot\varphi$ by $|\dot R|$, and counting the inward and outward halves, yields the deflection

$$\theta=\pi-2b\int_{R_t}^{\infty}\frac{dR}{R^2\sqrt{1-V/E_{\rm cm}-b^2/R^2}},$$

where $R_t$ is the outermost zero of the root. At $b=0.10$ Å, Gauss–Legendre quadrature gives 1.7° for the plain model and 54.4° for the baseline. The unscreened potential $C/R$ gives 84.0°, so screening still matters at this distance.

The recoil energy follows from the centre-of-mass speed $w=m_{\rm B}u/(m_{\rm B}+m_{\rm N})$. The nitrogen atom has speed $w$ in that frame before and after, and its velocity turns by $\theta$. In the laboratory its final speed is therefore $2w\sin(\theta/2)$, and its energy is

$$T_{\rm rec}=\frac{4m_{\rm B}m_{\rm N}}{(m_{\rm B}+m_{\rm N})^2}E_{\rm lab}\sin^2\frac\theta2.$$

This is about 1.1 eV for the plain model and 1.03 keV for the baseline. The plain potential removes nearly all the recoil from this close collision, and with it the damage that the recoil would start.

## How far the example resembles an implant

A 5 keV boron beam belongs to shallow implantation, but a solid is not an isolated dimer. At a rough neighbour distance of 1.6 Å, another atom contributes about 2.5 eV according to ZBL, small beside 2800 eV. Electronic stopping is also absent. The Lindhard–Scharff estimate per atom is

$$S_e=\frac{8\pi e^2a_0}{4\pi\epsilon_0}\,\frac{Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,\frac{v}{v_0}.$$

The ion moves at $v=0.135v_0$, with $v_0$ the Bohr speed, so $S_e\simeq70$ eV Å². This value is for a nitrogen target. Counting every atom as nitrogen, at a rough cubic boron nitride density of 0.17 atoms/Å³, the loss is about 12 eV/Å. That is about 0.4% of the ion energy over 1.6 Å, but it accumulates along the range and must be supplied separately.

The reference has errors of its own. An uncontracted cc-pVTZ basis with the same extra p functions changes $V$ by −0.7 eV at 0.10 Å, −1.1 eV at 0.30 Å, −1.8 eV at 0.50 Å, −0.4 eV at 0.80 Å and −0.1 eV at 1.20 Å. The second decimals in the training table therefore specify the fit, not the accuracy of the energies. Second-order perturbation theory adds −1.8 eV of correlation at 0.30 Å (−2.3 eV in the larger basis), and between −3 and −5 eV at 0.80 and 1.20 Å in the larger basis. These shifts are small beside the plain model's failure at 0.30 Å and below, but not beside the energies in the well. Relativity is omitted and not sized. The relative de Broglie wavelength, 0.0022 Å, is about 2% of the turning distance. The nuclear radii, estimated as 1.2 fm times the cube root of the mass number, add to $6\times10^{-5}$ Å, far below that distance.

## Choosing the setting

- **Low-energy pairs.** The pole is not needed if the pair turns back outside $R_{\min}$. To test this, compare $E_{\rm cm}$ with the rise in potential energy from the starting distance to $R_{\min}$. Here $V(R_{\min})=22.2$ eV, but in the basis used here this Hartree–Fock singlet still lies about 11 eV above the free atoms at 10 Å. A pair starting there on this curve and meeting head-on reaches 0.80 Å once $E_{\rm cm}$ exceeds about 11 eV, a boron energy of about 20 eV on resting nitrogen. These figures are rough: adding diffuse functions to the basis lowers the starting energy by at least 0.7 eV. The 11 eV offset belongs to this closed-shell curve only. Ground-state atoms start from zero, and so do both fitted models, which vanish at 10 Å; in the models the head-on threshold is the full 22 eV, a boron energy of about 40 eV. Such a pair must also cross the region beyond 1.90 Å, where neither model is reliable, so before using either one add long-distance data from a method that separates the atoms correctly.
- **Energetic collisions.** Use the baseline, with $C$ fixed by the bare nuclear charges. If it is multiplied by a switching function, that function must equal one at $R=0$; a value $\lambda$ there makes the pole $\lambda C$.
- **Consistency.** Subtract in training the same function that is added in prediction. Otherwise their difference enters the potential as an error, even inside the data.
- **Accuracy at the turning point.** Compute reference energies there. If an error of several percent matters, add short-distance data. The correct pole alone does not secure the intermediate region.
